# How dilution makes quasi-steady oxygen diffusion accurate in dry silicon oxidation: verification in Python

```python
"""Accuracy of quasi-steady O2 diffusion during dry oxidation of silicon.

Result under test: growth from bare silicon to thickness x takes longer than
the quasi-steady law x^2 + A x = B t says, by M/(D C), M = integral of y c dy.
For small e = C/N this extra time is x^2 (3+q) / (6 D (1+q)), with q = k x/D.
C: dissolved O2 at the gas-side surface; N: O2 bound per volume of oxide;
D: diffusivity; k: interface rate coefficient; A = 2D/k; B = 2 D e.
Scaled variables: length D/k, concentration C, fast time D/k^2,
slow (growth) time D/(k^2 e).
"""
import numpy as np
import mpmath as mp
from scipy import constants as const

# ---------- spectral grid on 0 <= s <= 1, s = y/x ----------
ORDER = 16
s = (1 - np.cos(np.pi * np.arange(ORDER + 1) / ORDER)) / 2
bary = (-1.0) ** np.arange(ORDER + 1)
bary[[0, -1]] *= 0.5
gap = s[:, None] - s[None, :] + np.eye(ORDER + 1)
d1 = bary[None, :] / bary[:, None] / gap
np.fill_diagonal(d1, 0.0)
np.fill_diagonal(d1, -d1.sum(axis=1))
d2 = d1 @ d1
vander = np.polynomial.chebyshev.chebvander(2 * s - 1, ORDER)
moments = np.array([1 / (1 - n * n) if n % 2 == 0 else 0.0
                    for n in range(ORDER + 1)])
quad = np.linalg.solve(vander.T, moments)
INNER = ORDER - 1


def extend(end_slopes):
    """Matrix from changes of the inner values to changes of all values."""
    matrix = np.zeros((ORDER + 1, INNER))
    matrix[1:-1] = np.eye(INNER)
    matrix[-1] = end_slopes
    return matrix


def integrate(system, grid, state):
    """Two-stage Radau IIA method (third order, stiffly stable).
    system(t, state) returns the slope and its Jacobian."""
    size = len(state)
    identity = np.eye(2 * size)
    matrix = np.empty((2 * size, 2 * size))
    history = [state]
    for t, h in zip(grid[:-1], np.diff(grid)):
        y1, y2 = state.copy(), state.copy()
        for _ in range(4):
            f1, j1 = system(t + h / 3, y1)
            f2, j2 = system(t + h, y2)
            residual = np.concatenate((
                y1 - state - h * (5 * f1 - f2) / 12,
                y2 - state - h * (3 * f1 + f2) / 4))
            matrix[:size, :size] = 5 / 12 * j1
            matrix[:size, size:] = -1 / 12 * j2
            matrix[size:, :size] = 3 / 4 * j1
            matrix[size:, size:] = 1 / 4 * j2
            change = np.linalg.solve(identity - h * matrix, residual)
            y1 -= change[:size]
            y2 -= change[size:]
        assert np.abs(change).max() < 1e-8
        state = y2
        history.append(state)
    return np.array(history)


def steady_time(q):
    """Quasi-steady growth time in slow units."""
    return q + q * q / 2


def delay(q):
    """Predicted extra time in fast units D/k^2."""
    return q * q * (3 + q) / (6 * (1 + q))


# ---------- full growth problem, thickness q as running variable ----------
# Exact substitution u = 1 - s q/(1+q) + e w; no term is dropped.


def departure(inner, q, e):
    """w at all points and slopes of its end value; flux balance at the
    silicon: -u_z = u + e u^2 (reaction plus loading of new oxide)."""
    a = 1 / (1 + q)
    c0 = d1[-1, 1:-1] @ inner + q * a * a
    b = d1[-1, -1] + q + 2 * q * a * e
    end = -2 * c0 / (b + np.sqrt(b * b - 4 * q * e * e * c0))
    slopes = -d1[-1, 1:-1] / (b + 2 * q * e * e * end)
    return np.concatenate(([0.0], inner, [end])), slopes


def moment_of(w, q, e):
    return q * q * (quad @ (s * (1 - s * q / (1 + q) + e * w)))


def grow(e, q_start, q_end, steps=400):
    """Extra time, change of moment, and (rate loss)/e at q_end."""
    def system(q, state):
        w, slopes = departure(state[:-1], q, e)
        u_end = 1 / (1 + q) + e * w[-1]
        curve = d2 @ w
        stiff = e * q * q * u_end
        slope = curve / stiff + s * (d1 @ w) / q - s * q / (e * (1 + q)**2)
        full = extend(slopes)
        jac = np.zeros((INNER + 1, INNER + 1))
        jac[:-1, :-1] = ((d2 @ full) / stiff + s[:, None] * (d1 @ full) / q
                         - np.outer(curve, slopes) * e / (stiff * u_end)
                         )[1:-1]
        jac[-1, :-1] = -slopes / u_end**2
        extra_slope = -(1 + q) * w[-1] / u_end
        return np.append(slope[1:-1], extra_slope), jac
    offsets = np.geomspace(1e-3 * e * q_start**2, q_end - q_start, steps)
    grid = q_start + np.concatenate(([0.0], offsets))
    start = np.zeros(INNER + 1)
    last = integrate(system, grid, start)[-1]
    w_start, _ = departure(start[:-1], q_start, e)
    w_end, _ = departure(last[:-1], q_end, e)
    change = moment_of(w_end, q_end, e) - moment_of(w_start, q_start, e)
    return last[-1], change, -(1 + q_end) * w_end[-1]


# ---------- example inputs: rough values, dry O2, 1000 C, 1 atm ----------
C, N = 5e16, 2.2e22            # cm^-3
D, k = 7e-9, 8.5e-4            # cm^2/s, cm/s
x = 100e-7                     # cm
T = 1273.15                    # K
e = C / N
q = k * x / D
A, B = 2 * D / k, 2 * D * e
t_steady = (x * x + A * x) / B
rate = e * k / (1 + q)         # cm/s
t_extra = delay(q) * D / k**2
fraction = t_extra / t_steady
fraction_formula = e / 3 * q * (q + 3) / ((q + 1) * (q + 2))
assert abs(fraction / fraction_formula - 1) < 1e-10
assert abs(t_steady / (steady_time(q) * D / (k**2 * e)) - 1) < 1e-10

print("INPUTS (rough typical values)")
print(f"dissolved O2 C = {C:.1e} cm^-3, bound O2 N = {N:.1e} cm^-3")
print(f"D = {D:.1e} cm^2/s, k = {k:.1e} cm/s, T = {T:.2f} K")
print(f"thickness x = {x*1e7:.0f} nm")
print("QUASI-STEADY GROWTH")
print(f"dilution e = C/N = {e:.3e}")
print(f"q = k x/D = {q:.3f}")
print(f"A = {A*1e7:.1f} nm, B = {B*1e14*3600:.0f} nm^2/h")
print(f"growth time = {t_steady:.0f} s = {t_steady/3600:.2f} h")
print(f"growth rate at x = {rate*1e7*60:.3f} nm/min")
print(f"diffusion time x^2/D = {x*x/D*1e3:.2f} ms")
print(f"boundary speed ratio x x'/D = {x*rate/D:.3e}")

# ---------- full problem against identity, bound and correction ----------
print("FULL MOVING-BOUNDARY SOLUTION, grown to the same q")
q0 = 0.05
predicted = delay(q) - delay(q0)
print(f"start q = {q0}, predicted extra time = {predicted:.5f} D/k^2")
for e_test in (1.0, 0.1, 0.01, 0.001, e):
    extra, moment, rate_loss = grow(e_test, q0, q)
    # 1e-4 allows for the finite steps of the time integration
    assert abs(extra / moment - 1) < 1e-4
    assert 0 < extra < q * q / 2
    if e_test < 0.5:
        assert abs(extra / predicted - 1) < max(e_test, 1e-4)
    print(f"e = {e_test:.3e}: extra time = {extra:.5f} D/k^2, "
          f"rate loss/e = {rate_loss:.5f}")
rate_loss_formula = (1 - (1 + q) ** -3) / 3
assert abs(rate_loss / rate_loss_formula - 1) < 1e-4
print(f"small-e formula: rate loss/e = {rate_loss_formula:.5f}")

# ---------- fast reaction: similarity solution ----------
mp.mp.dps = 40


def parabolic_loss(e_value):
    """1 - (true x^2)/(quasi-steady x^2) at equal time, k infinite."""
    e_value = mp.mpf(e_value)
    root = mp.findroot(lambda v: mp.sqrt(mp.pi) * v * mp.exp(v * v)
                       * mp.erf(v) - e_value, mp.sqrt(e_value / 2))
    return float(1 - 2 * root**2 / e_value)


loss_actual, loss_one = parabolic_loss(e), parabolic_loss(1)
assert abs(loss_actual / (e / 3) - 1) < 1e-5
assert loss_one > 0.1
print("FAST-REACTION LIMIT, relative loss of x^2 at equal time")
print(f"actual e: {loss_actual:.4e}; e/3 = {e/3:.4e}")
print(f"e = 1 (not dilute): {loss_one:.3f}")

# ---------- oxide of thickness x that starts free of O2 ----------
# Last entry of the state: grown thickness divided by e.


def filling_profile(inner, thickness):
    r = d1[-1, 0] + d1[-1, 1:-1] @ inner
    b = d1[-1, -1] + thickness
    end = -2 * r / (b + np.sqrt(b * b - 4 * e * thickness * r))
    slopes = -d1[-1, 1:-1] / (b + 2 * e * thickness * end)
    return np.concatenate(([1.0], inner, [end])), slopes


def filling(_, state):
    thickness = q + e * state[-1]
    u, slopes = filling_profile(state[:-1], thickness)
    slope = (d2 @ u) / thickness**2 + s * e * u[-1] / thickness * (d1 @ u)
    # terms of relative size e are left out of the Jacobian only;
    # the iteration still converges to the full equations
    jac = np.zeros((INNER + 1, INNER + 1))
    jac[:-1, :-1] = (d2 @ extend(slopes))[1:-1] / thickness**2
    jac[-1, :-1] = slopes
    return np.append(slope[1:-1], u[-1]), jac


marks = np.array([0.05, 0.2, 0.5, 1.0, 2.0, 6.0])
pieces = [np.concatenate(([0.0], np.geomspace(1e-6, marks[0], 150)))]
for left, right in zip(marks[:-1], marks[1:]):
    pieces.append(np.linspace(left, right, 61)[1:])
grid = np.concatenate(pieces) * q * q
places = np.cumsum([len(piece) for piece in pieces]) - 1
states = integrate(filling, grid, np.zeros(INNER + 1))
flux = []
for place in places:
    u, _ = filling_profile(states[place, :-1], q + e * states[place, -1])
    flux.append(u[-1] * (1 + q))
lag = grid[-1] - states[-1, -1] * (1 + q)
assert abs(lag / delay(q) - 1) < 1e-4
assert flux[0] < 0.05 and abs(flux[4] - 1) < 0.01
lost = rate * lag * D / k**2
q_scan = np.linspace(0, 50, 50001)[1:]
lost_scan = delay(q_scan) / (q_scan * (1 + q_scan))
assert abs(lost_scan.max() - 3 / 16) < 1e-6
print("GAS SWITCHED ON OVER AN O2-FREE OXIDE OF THICKNESS x")
for mark, value in zip(marks[:5], flux[:5]):
    print(f"t = {mark:.2f} x^2/D: flux/quasi-steady flux = {value:.4f}")
print(f"delay, computed = {lag*D/k**2*1e3:.3f} ms")
print(f"thickness lost = {lost*1e7:.2e} nm")
print(f"largest lost fraction over all q = {lost_scan.max():.4f} e, "
      f"at q = {q_scan[lost_scan.argmax()]:.2f}")

print("ERROR OF THE QUASI-STEADY LAW IN THE EXAMPLE")
print(f"extra time, formula = {t_extra*1e3:.3f} ms")
print(f"relative error of time = {fraction:.3e}")
print(f"relative error of rate = {e*rate_loss_formula:.3e}")
print(f"rigorous bound on extra time = {x*x/(2*D)*1e3:.2f} ms")
stored = C * x * (1 - q / (2 * (1 + q)))
print(f"dissolved O2 = {stored:.2e} cm^-2, bound O2 = {N*x:.2e} cm^-2")

# ---------- larger effects that the model leaves out ----------
x_fast = 20e-7                 # cm, rough depth of the fast early growth
head_start = (x_fast**2 + A * x_fast) / B / t_steady
E_par, E_lin = 1.2, 2.0        # eV, rough activation energies of B and B/A
k_ev = const.k / const.e
per_kelvin = (E_lin + E_par * q) / (1 + q) / (k_ev * T * T)
stress, volume = 0.1e9, 0.01e-27   # Pa, m^3, rough
d_factor = np.exp(-stress * volume / (const.k * T))
stress_loss = 1 - (1 + q) / (1 + q / d_factor)
capacity = 0.01 / fraction
assert min(head_start, per_kelvin, stress_loss) > 1000 * fraction
print("NEGLECTED EFFECTS (rough inputs)")
print(f"fast first {x_fast*1e7:.0f} nm: saves up to "
      f"{100*head_start:.1f} % of the time")
print(f"1 K error (B: {E_par} eV, B/A: {E_lin} eV): "
      f"{100*per_kelvin:.2f} % of the rate")
print(f"stress {stress/1e9:.1f} GPa, activation volume "
      f"{volume*1e27:.2f} nm^3:")
print(f"  D falls by {100*(1-d_factor):.1f} %, "
      f"rate by {100*stress_loss:.1f} %")
print(f"storage factor 1+K for a 1 % time error = {capacity:.2e}")
print("done: every assertion held")
```

Printed output:

```
INPUTS (rough typical values)
dissolved O2 C = 5.0e+16 cm^-3, bound O2 N = 2.2e+22 cm^-3
D = 7.0e-09 cm^2/s, k = 8.5e-04 cm/s, T = 1273.15 K
thickness x = 100 nm
QUASI-STEADY GROWTH
dilution e = C/N = 2.273e-06
q = k x/D = 1.214
A = 164.7 nm, B = 11455 nm^2/h
growth time = 8319 s = 2.31 h
growth rate at x = 0.523 nm/min
diffusion time x^2/D = 14.29 ms
boundary speed ratio x x'/D = 1.246e-06
FULL MOVING-BOUNDARY SOLUTION, grown to the same q
start q = 0.05, predicted extra time = 0.46650 D/k^2
e = 1.000e+00: extra time = 0.41375 D/k^2, rate loss/e = 0.21156
e = 1.000e-01: extra time = 0.45953 D/k^2, rate loss/e = 0.28947
e = 1.000e-02: extra time = 0.46578 D/k^2, rate loss/e = 0.30125
e = 1.000e-03: extra time = 0.46643 D/k^2, rate loss/e = 0.30249
e = 2.273e-06: extra time = 0.46650 D/k^2, rate loss/e = 0.30263
small-e formula: rate loss/e = 0.30263
FAST-REACTION LIMIT, relative loss of x^2 at equal time
actual e: 7.5757e-07; e/3 = 7.5758e-07
e = 1 (not dilute): 0.231
GAS SWITCHED ON OVER AN O2-FREE OXIDE OF THICKNESS x
t = 0.05 x^2/D: flux/quasi-steady flux = 0.0063
t = 0.20 x^2/D: flux/quasi-steady flux = 0.3769
t = 0.50 x^2/D: flux/quasi-steady flux = 0.8316
t = 1.00 x^2/D: flux/quasi-steady flux = 0.9813
t = 2.00 x^2/D: flux/quasi-steady flux = 0.9998
delay, computed = 4.532 ms
thickness lost = 3.95e-05 nm
largest lost fraction over all q = 0.1875 e, at q = 3.00
ERROR OF THE QUASI-STEADY LAW IN THE EXAMPLE
extra time, formula = 4.531 ms
relative error of time = 5.447e-07
relative error of rate = 6.878e-07
rigorous bound on extra time = 7.14 ms
dissolved O2 = 3.63e+11 cm^-2, bound O2 = 2.20e+17 cm^-2
NEGLECTED EFFECTS (rough inputs)
fast first 20 nm: saves up to 14.0 % of the time
1 K error (B: 1.2 eV, B/A: 2.0 eV): 1.12 % of the rate
stress 0.1 GPa, activation volume 0.01 nm^3:
  D falls by 5.5 %, rate by 3.1 %
storage factor 1+K for a 1 % time error = 1.84e+04
done: every assertion held
```
